# Why dipolar couplings give X-H bond lengths longer than equilibrium values

**Q.** I measure the direct dipolar coupling between X and H, put it into the inverse-cube law, and obtain a bond longer than the calculated equilibrium length \(r_e\). What length have I measured?

**A.** For a rigid bond at angle \(\Theta\) to the field, the coupling is \(K P_2(\cos\Theta)/r^3\), where \(P_2(t)=(3t^2-1)/2\) and \(K\) contains the magnetic constants. Vibration is very fast compared with the coupling, so the spins feel the vibrational average.

Let \(\theta\) be the angle between the instantaneous bond and its mean direction, \(\phi\) the azimuth about that direction, and \(\chi\) the angle between the mean direction and the field. Then

\[
\cos\Theta=\cos\theta\cos\chi+\sin\theta\sin\chi\cos\phi .
\]

I assume that libration, the swinging of the bond, is axially symmetric. The term linear in \(\cos\phi\) then averages to zero, and \(\cos^2\phi\) averages to \(1/2\). With \(p=\cos^2\theta\) and \(q=\cos^2\chi\),

\[
\overline{P_2(\cos\Theta)}=\tfrac32\left[pq+\tfrac12(1-p)(1-q)\right]-\tfrac12
=\tfrac14(3p-1)(3q-1),
\]

which is \(P_2(\cos\theta)P_2(\cos\chi)\). The coupling is therefore \(K P_2(\cos\chi)M\), with

\[
M=\left\langle \frac{P_2(\cos\theta)}{r^3}\right\rangle,\qquad r_{\rm eff}=M^{-1/3}.
\]

Your length is \(r_{\rm eff}\), provided that the orientation or order of the whole molecule has been treated correctly and no other interaction contributes to the splitting. I call \(\Lambda=1-r_e^3M\) the loss of coupling. For small loss,

\[
r_{\rm eff}=r_e(1-\Lambda)^{-1/3}\simeq r_e(1+\Lambda/3).
\]

**Q.** Suppose the bond only stretches. The average of \(1/r^3\) favours short distances, so shouldn't I get a bond that is too short?

**A.** For a harmonic stretch, yes. Write \(r=r_e+x\) and expand:

\[
r_e^3\langle r^{-3}\rangle=1-\frac{3\langle x\rangle}{r_e}+\frac{6\langle x^2\rangle}{r_e^2}+\dots
\]

I use atomic units, \(\hbar=1\), with reduced mass \(\mu\), stretching frequency \(\omega_s\) and force constant \(k=\mu\omega_s^2\). In the harmonic ground state \(\langle x\rangle=0\) and \(\langle x^2\rangle=1/(2\mu\omega_s)\), so the average rises and \(r_{\rm eff}\) falls below \(r_e\).

A real bond is softer on extension than on compression. A Morse potential describes this:

\[
V=\frac{k}{2a^2}\left(1-e^{-ax}\right)^2
=\frac{k}{2a^2}\left(ax-\frac{a^2x^2}{2}+\dots\right)^2
=\frac{k}{2}x^2-\frac{ka}{2}x^3+\dots
\]

In a stationary state the mean force vanishes. Since \(V'=kx-\tfrac32kax^2+\dots\),

\[
k\langle x\rangle-\tfrac32ka\langle x^2\rangle=0
\quad\Rightarrow\quad \langle x\rangle=\tfrac32a\langle x^2\rangle .
\]

Define \(s=\langle x^2\rangle/r_e^2=1/(2\mu\omega_sr_e^2)\). The stretching loss is

\[
\Lambda_{\rm str}=\frac{3}{r_e}\cdot\frac32a\,s\,r_e^2-6s
=s\left(\tfrac92ar_e-6\right).
\]

The first term is the elongation of the mean bond; the second is the curvature of \(r^{-3}\), which opposes it. To this order, stretching lengthens \(r_{\rm eff}\) only if \(ar_e>4/3\).

**Q.** And if the bond only swings?

**A.** For small angles

\[
P_2(\cos\theta)=1-\tfrac32\sin^2\theta\simeq1-\tfrac32\theta^2 .
\]

Take two equal perpendicular librations of frequency \(\omega_b\), with moment of inertia \(\mu r_e^2\). Each has mean-square angle \(1/(2\mu r_e^2\omega_b)\), so together

\[
\beta=\langle\theta^2\rangle=\frac{1}{\mu r_e^2\omega_b},\qquad
\Lambda_{\rm lib}=\tfrac32\beta .
\]

There is no opposing term here. Because \(P_2\le1\), axially symmetric swinging at fixed length can only reduce the coupling, and you read the reduction as a longer bond.

**Q.** Can I simply add the two losses? A swinging bond should also pull outwards.

**A.** Not quite: swinging shifts the mean length by an amount of the same order. The centrifugal part always pulls outwards, but the change of angular stiffness with length can weaken, cancel or reverse it; the net pull found below is outward only for \(c<2\). Let the angular potential be \(k_\theta(r)(1-\cos\theta)\), with \(k_\theta(r)=\mu r_e^2\omega_b^2(r/r_e)^c\). The exponent \(c\) says how the angular stiffness changes as the bond stretches. With \(r\) times the wavefunction as the radial function, the Hamiltonian is

\[
H=\frac{p^2}{2\mu}+V(r)+\frac{L^2}{2\mu r^2}+k_\theta(r)(1-\cos\theta),
\]

where \(p\) is the radial momentum and \(L\) the angular momentum. The vanishing mean radial force now reads

\[
\langle V'\rangle-\left\langle\frac{L^2}{\mu r^3}\right\rangle
+\left\langle k_\theta'(r)(1-\cos\theta)\right\rangle=0 .
\]

Two librations have total zero-point energy \(2\times\omega_b/2=\omega_b\), half kinetic and half potential. Hence, to leading order,

\[
\left\langle\frac{L^2}{2\mu r_e^2}\right\rangle=\frac{\omega_b}{2}
\;\Rightarrow\;
\left\langle\frac{L^2}{\mu r^3}\right\rangle\simeq\frac{\omega_b}{r_e},
\qquad
\left\langle k_\theta'(1-\cos\theta)\right\rangle\simeq\frac{c}{r_e}\,\frac{\omega_b}{2}.
\]

Inserting \(V'\) and dividing by \(k\) gives

\[
\langle x\rangle=\tfrac32a\langle x^2\rangle+\frac{\omega_b}{kr_e}\left(1-\frac c2\right).
\]

The extra elongation, multiplied by \(3/r_e\), is the coupling loss:

\[
\Lambda_{\rm cpl}=\frac{3\omega_b(1-c/2)}{kr_e^2}.
\]

If the angular stiffness does not depend on \(r\), then \(c=0\) and the full centrifugal pull remains. If the sideways restoring force is a spring of constant Cartesian stiffness, the potential is \(\propto r^2\theta^2\), so \(c=2\) and the two forces cancel.

The total is

\[
\Lambda\simeq s\left(\tfrac92ar_e-6\right)+\tfrac32\beta+\frac{3\omega_b(1-c/2)}{kr_e^2}.
\]

At fixed potential each term falls as \(\mu^{-1/2}\). Omitted products such as \(\langle x\theta^2\rangle\) fall as \(\mu^{-1}\); that is the meaning of leading order here.

**Q.** Then when does libration dominate?

**A.** Compare direct libration with the net stretching loss, for \(ar_e>4/3\). Since \(\beta/s=2\omega_s/\omega_b\),

\[
\tfrac32\beta>s\left(\tfrac92ar_e-6\right)
\;\Rightarrow\;
\frac{3\omega_s}{\omega_b}>\tfrac92ar_e-6
\;\Rightarrow\;
\omega_b<\frac{2\omega_s}{3ar_e-4}.
\]

A soft libration has a large amplitude, while the stretch is stiff and its two effects partly cancel. The coupling loss also originates in libration, but I have left it out of this comparison.

**Q.** Please put numbers in.

**A.** I choose round parameters for a generic X-H bond: \(\mu=1700\,m_e\), \(r_e=2.05\) bohr, \(a=0.95\) bohr\(^{-1}\), \(\omega_s=0.014\) hartree and \(\omega_b=0.006\) hartree. Then \(k=0.3332\) hartree/bohr\(^2\), \(ar_e=1.9475\), and

\[
s=\frac{1}{2(1700)(0.014)(2.05)^2}=0.0050,\qquad
\beta=\frac{1}{1700(2.05)^2(0.006)}=0.0233 .
\]

For \(c=0\), the losses are

\[
\Lambda_{\rm str}=0.0438-0.0300=0.0138,\qquad
\Lambda_{\rm lib}=\tfrac32(0.0233)=0.0350,
\]
\[
\Lambda_{\rm cpl}=\frac{3(0.006)}{0.3332(2.05)^2}=0.0129 .
\]

Direct libration is 2.5 times the net stretching term. The limiting libration frequency is 0.0152 hartree, well above the chosen 0.006. The sum is 0.0617, which predicts an excess of about \(0.0617/3=2.1\%\) over \(r_e\).

Solving the same model numerically, without the small-amplitude expansion, gives \(\Lambda=0.0600\) and \(r_{\rm eff}=2.093\) bohr (110.7 pm). This is 0.043 bohr, or 2.1%, above \(r_e\). Stretching alone gives 2.060 bohr and libration alone 2.074 bohr. A harmonic stretch alone gives \(\Lambda=-0.031\), the shortening you expected.

The stiffness exponent matters: \(r_{\rm eff}\) is 2.097 bohr for \(c=-1\) and 2.084 bohr for \(c=2\). The numerical check also extrapolates numerical solutions to large mass, which tests the leading terms separately.

**Q.** But the anharmonic elongation, 0.0438, is larger than the libration term. Is "libration dominates" just bookkeeping?

**A.** Partly. Libration dominates the net stretching effect, not the anharmonic elongation taken by itself. The division also depends on using \(r\) and \(\theta\) as coordinates.

To see this, use Cartesian displacements: \(\zeta=r\cos\theta-r_e\) along the mean bond and \(u\) across it. With \(z\) along the mean bond,

\[
\frac{\partial^2}{\partial z^2}\frac1r=\frac{3z^2-r^2}{r^5}=\frac{2P_2(\cos\theta)}{r^3}.
\]

Away from the origin \(1/r\) satisfies Laplace's equation, and so does its derivative. Thus the three curvatures of \(P_2/r^3\) add to zero. On the axis the function is \(z^{-3}\), with curvature \(12/r_e^5\) at \(z=r_e\); by symmetry each transverse curvature is \(-6/r_e^5\). Taking half of each curvature gives

\[
\Lambda\simeq\frac{3\langle\zeta\rangle}{r_e}
-\frac{6\langle\zeta^2\rangle}{r_e^2}
+\frac{3\langle u^2\rangle}{r_e^2}.
\]

If the motion were isotropic, \(\langle u^2\rangle=2\langle\zeta^2\rangle\), and the last two terms would cancel. In the example the root-mean-square displacement is 0.149 bohr along the bond and 0.223 bohr along each transverse axis, so they do not.

The two descriptions agree. To leading order \(\langle u^2\rangle=r_e^2\beta\), \(\langle\zeta^2\rangle=r_e^2s\) and \(\langle\zeta\rangle=\langle x\rangle-r_e\beta/2\). The transverse term is then \(3\beta\), and the shorter projection on the axis contributes \(-\tfrac32\beta\), leaving \(\tfrac32\beta\). In Cartesian language the unequal amplitudes give \(3\beta-6s=0.040\), and the mean displacement gives the remaining 0.022. The total is independent of the coordinates; the names of its parts are not.

**Q.** Could I at least treat my result as the mean bond length \(\langle r\rangle\)?

**A.** In this example they are close: \(\langle r\rangle=2.089\) bohr against \(r_{\rm eff}=2.093\) bohr for \(c=0\). To leading order, \(\langle x\rangle\) cancels from their difference:

\[
\frac{r_{\rm eff}-\langle r\rangle}{r_e}\simeq\frac{\Lambda}{3}-\frac{\langle x\rangle}{r_e}
=\frac{\beta}{2}-2s
=\frac{1}{2\mu r_e^2}\left(\frac1{\omega_b}-\frac2{\omega_s}\right).
\]

Here this is \(0.0117-0.0100=0.0017\). The lengths nearly coincide because \(\omega_b\) is near \(\omega_s/2\). A softer libration separates them.

**Q.** What should I check before applying this correction to a real molecule?

**A.** First, check the motion. The model has one reduced mass for stretch and libration, two equal librations and a fixed mean direction. A real molecule requires averaging over its own normal modes and anharmonic forces. The formula also assumes small angles and zero temperature, so it does not describe hindered rotation or thermally excited soft librations.

Second, check the order parameter \(S\), the average of \(P_2(\cos\chi)\) over the motion of the whole molecule. Unequal librations, with mean-square angles \(\langle\theta_1^2\rangle\) and \(\langle\theta_2^2\rangle\), add to the angular average a term \(\tfrac34\left(\langle\theta_1^2\rangle-\langle\theta_2^2\rangle\right)\sin^2\chi\cos2\psi\) for small angles, where \(\psi\) is the azimuth of the field about the bond measured from the first libration plane; this term can have either sign. If the motion of the molecule is independent of the vibration, and the librations are equal or that term averages to zero, the measured coupling is \(D=KSM\), and

\[
r_{\rm eff}=\left(\frac{KS}{D}\right)^{1/3}.
\]

An \(S\) that is 1% too large makes the inferred length about 0.3% too large. If \(S\) was fitted so as to absorb the libration already, applying the libration correction again would count it twice.

## Numbers as computed

```
INPUT
reduced mass: 1700 m_e
r_e: 2.050 bohr
r_e converted: 108.48 pm
Morse a: 0.950 1/bohr
w_s: 0.0140 hartree
w_s converted: 3073 cm^-1
w_b: 0.0060 hartree
w_b converted: 1317 cm^-1
LEADING ORDER (dimensionless loss terms)
k: 0.3332 hartree/bohr^2
a r_e: 1.9475
s: 0.004999
beta: 0.023329 rad^2
anharmonic elongation term: 0.04381
r^-3 curvature term: -0.02999
net stretch term: 0.01382
direct libration term: 0.03499
coupling term, c=0: 0.01285
total, c=0: 0.06166
libration/net stretch: 2.533
w_b limit for dominance: 0.01520 hartree
(r_eff-<r>)/r_e = beta/2-2s: 0.00167
EXTRAPOLATED FROM NUMERICAL SOLUTIONS
stretch coefficient: 0.01382
libration coefficient: 0.03499
total coefficient, c=0: 0.06166
NUMERICAL SOLUTION AT THE ACTUAL MASS
loss, harmonic stretch only: -0.03117
loss, Morse stretch only: 0.01384
loss, libration only: 0.03459
loss, full motion, c=0: 0.06004
<P2>, full, c=0: 0.96587
r_e^3 <r^-3>, full, c=0: 0.97341
rms angle, c=0: 8.71 degree
rms displacement along bond: 0.1495 bohr
rms displacement per transverse axis: 0.2229 bohr
r_eff, stretch only: 2.0595 bohr
r_eff, libration only: 2.0742 bohr
<r>, stretch only: 2.0804 bohr
r_eff, full, c=-1: 2.0973 bohr
<r>, full, c=-1: 2.0939 bohr
r_eff, full, c=0: 2.0928 bohr
<r>, full, c=0: 2.0894 bohr
r_eff, full, c=2: 2.0836 bohr
<r>, full, c=2: 2.0803 bohr
r_eff, full, c=0 converted: 110.74 pm
excess r_eff-r_e, c=0: 2.26 pm
relative excess, c=0: 2.09 %
```
